# The linear-response Dyson equation and its causal exchange-correlation kernel

## The decision at stake

A linear-response calculation of excitation energies by time-dependent density functional theory needs a kernel \(f_{xc}\). One must decide whether to freeze it at its zero-frequency value or to let it depend on frequency. If it depends on frequency and is to be used in a time propagation, one must also decide how to treat its poles. Both decisions rest on the relation between \(f_{xc}\) and two response functions, that of the interacting electrons and that of the Kohn-Sham electrons.

## Setting and conventions

Atomic units are used for the general theory. A finite system is in a non-degenerate ground state \(|0\rangle\) until time \(t_0\), when a weak change \(\delta v(\mathbf r,t)\) of the external potential begins. There is no magnetic field, so the eigenfunctions can be chosen real. I assume that a non-interacting Kohn-Sham system, also starting in a non-degenerate ground state, reproduces the density at all times, and that its potential \(v_s\) is a differentiable functional of the density.

Write \(1=(\mathbf r_1,t_1)\), and let \(\int d1\) integrate over space and time. Define
\[
\chi(1,2)=\frac{\delta n(1)}{\delta v(2)},\qquad
\chi_s(1,2)=\frac{\delta n(1)}{\delta v_s(2)},\qquad
f_{xc}(1,2)=\frac{\delta v_{xc}(1)}{\delta n(2)},
\]
all taken at the ground-state density. The Coulomb interaction is instantaneous, \(w(1,2)=\delta(t_1-t_2)/|\mathbf r_1-\mathbf r_2|\), and \(f_{Hxc}=w+f_{xc}\). Since both systems start from ground states, which their densities determine, \(v_{xc}\) needs no separate initial-state argument.

With \(\tau=t_1-t_2\), the transform is \(f(\omega)=\int d\tau\,e^{i\omega\tau}f(\tau)\). For retarded functions \(\omega\) has a positive imaginary part, which goes to zero at the end.

## The response is a retarded commutator

In the interaction picture the state is, to first order,
\[
|\psi(t_1)\rangle=|0\rangle-i\int_{t_0}^{t_1}\!dt_2\int d\mathbf r_2\,\delta v(2)\,\hat n(2)|0\rangle .
\]
In the expectation value of \(\hat n(1)\), the correction to the ket gives \(-i\langle \hat n(1)\hat n(2)\rangle\) and the correction to the bra gives \(+i\langle \hat n(2)\hat n(1)\rangle\). Therefore
\[
\chi(1,2)=-i\,\theta(t_1-t_2)\,\langle0|[\hat n(1),\hat n(2)]|0\rangle .
\]
The step function is a result: the state at \(t_1\) has felt the potential at earlier times only.

Let \(\Omega_k>0\) be the excitation energies and \(m_k(\mathbf r)=\langle0|\hat n(\mathbf r)|k\rangle\), which is real. The commutator is \(\sum_k m_k(\mathbf r_1)m_k(\mathbf r_2)(e^{-i\Omega_k\tau}-e^{i\Omega_k\tau})\), and the bracket equals \(-2i\sin\Omega_k\tau\). Hence
\[
\chi(\tau)=-2\theta(\tau)\sum_k m_k m_k\sin\Omega_k\tau .
\]
Since \(\int_0^\infty d\tau\,e^{i\omega\tau}\sin\Omega\tau=\Omega/(\Omega^2-\omega^2)\) for \(\mathrm{Im}\,\omega>0\),
\[
\chi(\mathbf r_1,\mathbf r_2,\omega)=\sum_k\frac{2\Omega_k\,m_k(\mathbf r_1)m_k(\mathbf r_2)}{\omega^2-\Omega_k^2}. \tag{1}
\]
The sum includes an integral over continuum states. The same formula holds for \(\chi_s\), with Kohn-Sham states.

## The chain rule

A change of \(v\) changes \(v_s\), and the Kohn-Sham density depends on \(v\) through \(v_s\) alone:
\[
\chi(1,2)=\int d3\,\frac{\delta n(1)}{\delta v_s(3)}\,\frac{\delta v_s(3)}{\delta v(2)}
=\int d3\,\chi_s(1,3)\,\frac{\delta v_s(3)}{\delta v(2)} .
\]
The Kohn-Sham potential is \(v_s=v+v_H[n]+v_{xc}[n]\). Its first term depends on \(v\) directly, the others through the density:
\[
\frac{\delta v_s(3)}{\delta v(2)}=\delta(3,2)+\int d4\,\big[w(3,4)+f_{xc}(3,4)\big]\,\chi(4,2).
\]
Inserting this gives
\[
\chi(1,2)=\chi_s(1,2)+\int d3\,d4\,\chi_s(1,3)f_{Hxc}(3,4)\chi(4,2). \tag{2}
\]
Read from right to left, the potential at \(t_2\) changes the density at \(t_4\ge t_2\), this changes \(v_s\) at \(t_3\), and that changes the density at \(t_1\ge t_3\). The remaining order, \(t_3\ge t_4\), requires \(f_{xc}\) to be retarded. This follows from the inversion.

## Inverting with causality

A potential \(c(t)\) that is uniform in space changes no density, and no potential changes the total charge. So \(\chi^{-1}\) acts on density changes of zero total charge, and returns a potential up to such a \(c(t)\).

To see that nothing else is lost, take \(\omega=a+ib\) with \(b>0\) and form, from (1),
\[
\langle u,\chi u\rangle=\sum_k\frac{2\Omega_k\,|m_k\!\cdot u|^2}{\omega^2-\Omega_k^2},\qquad m_k\!\cdot u=\int d\mathbf r\,m_k(\mathbf r)u(\mathbf r).
\]
If \(a\ne0\), each denominator has the imaginary part \(2ab\), so the imaginary parts of all terms have one sign. If \(a=0\), every denominator is \(-b^2-\Omega_k^2<0\). In both cases the sum vanishes only if every \(m_k\cdot u\) does. Then \(\sum_i u(\mathbf r_i)\) acting on the ground state returns a multiple of it. Where the wavefunction is nonzero this sum is therefore constant, and moving one electron at a time shows that \(u\) is constant.

On a finite lattice, provided such moves connect all sites, \(\chi\), restricted to vectors whose components sum to zero, is thus an invertible matrix throughout the upper half-plane; all inverses below are meant on that subspace. At high frequency \(\chi\to G/\omega^2\) with \(G=\sum_k2\Omega_km_km_k\), which is invertible by the same argument. So \(\chi^{-1}=\omega^2G^{-1}+C+O(\omega^{-2})\), with a constant matrix \(C\). In time, the first two terms are a second derivative of \(\delta(\tau)\) and a \(\delta(\tau)\). The remainder is analytic in the upper half-plane, so for \(\tau<0\) its integration contour can be closed there and gives zero. The inverse is causal. In the continuum the argument shows uniqueness; that the density change lies in the range of \(\chi\) and \(\chi_s\), and that the inverses are causal there as they are on the lattice, is part of the assumptions.

Now write (2) as \(\chi=\chi_s+\chi_sf_{Hxc}\chi\). Multiply by \(\chi_s^{-1}\) from the left, then by \(\chi^{-1}\) from the right:
\[
\chi_s^{-1}\chi=1+f_{Hxc}\chi
\quad\Rightarrow\quad
\chi_s^{-1}=\chi^{-1}+f_{Hxc}.
\]
Therefore
\[
f_{xc}=\chi_s^{-1}-\chi^{-1}-w. \tag{3}
\]
All three terms are causal, hence so is \(f_{xc}\).

On the real axis the situation differs. Between two poles \(\chi(\omega)\) can have a zero eigenvalue. There \(\chi^{-1}\), and in general \(f_{xc}\), has a pole. A steady density oscillation at that frequency does not determine its potential; the condition that nothing happened before \(t_0\) does.

## High frequencies

At high frequency an electron responds to the direct force \(-\nabla\delta v\) before other forces have changed. To leading order the current obeys \(\partial_t\delta\mathbf j=-n_0\nabla\delta v\), with \(n_0\) the ground-state density. With continuity, \(\partial_t\delta n=-\nabla\!\cdot\delta\mathbf j\),
\[
-\omega^2\delta n=\nabla\!\cdot(n_0\nabla\delta v).
\]
The interacting and Kohn-Sham systems share \(n_0\), so the \(\omega^2\) terms of the two inverses cancel in (3).

On a lattice take real \(u_i\) and \(\hat A=\sum_iu_i\hat n_i\). Inserting eigenstates gives \(u\cdot Gu=\langle0|[\hat A,[H,\hat A]]|0\rangle\), and only the hopping \(-J\sum_{\langle ij\rangle}(c_i^\dagger c_j+c_j^\dagger c_i)\), summed over spin, fails to commute with \(\hat A\). Since \([\hat A,c_i^\dagger c_j]=(u_i-u_j)c_i^\dagger c_j\), the result is \(u\cdot Gu=2J\sum_{\langle ij\rangle}\gamma_{ij}(u_i-u_j)^2\). So \(n_0\) is replaced by the bond order \(\gamma_{ij}\), the one-body density matrix between neighbouring sites, and the two systems need not share it. For a smooth, real density matrix \(\gamma\), symmetric in its arguments, \(\gamma(x-h/2,x+h/2)=n_0(x)+O(h^2)\), so the mismatch should fall as the square of the spacing \(h\).

A one-dimensional atom illustrates this. Two electrons have the nuclear potential \(-2/\sqrt{x^2+1}\) and the repulsion \(1/\sqrt{(x_1-x_2)^2+1}\). The ground state was found by sparse diagonalization with three-point finite differences in a box of 16 bohr. The summed interacting bond order lies below the Kohn-Sham one by a fraction \(1.03\times10^{-3}\) at \(h=0.4\) bohr and \(2.52\times10^{-4}\) at \(h=0.2\) bohr, a ratio of 4.08.

## Time-ordered functions

Perturbation theory often supplies the time-ordered function instead,
\[
\chi^T(\tau)=-i\sum_k m_km_k\,e^{-i\Omega_k|\tau|}.
\]
With a damping factor \(e^{-\eta|\tau|}\), its transform is
\[
\sum_k m_km_k\left[\frac{1}{\omega-\Omega_k+i\eta}-\frac{1}{\omega+\Omega_k-i\eta}\right]
\;\to\;\sum_k\frac{2\Omega_k\,m_km_k}{\omega^2-\Omega_k^2+i0}. \tag{4}
\]
In the retarded function \((\omega+i0)^2=\omega^2+i0\,\mathrm{sgn}\,\omega\). The two agree for \(\omega>0\), so \(\chi^T(\omega)=\chi(|\omega|)\), and likewise for \(\chi_s\). Equation (3) is algebra at each frequency, so time-ordered functions obey it too, with \(f^T(\omega)=f(|\omega|)\).

But \(\chi^T\) is not \(\delta n/\delta v\): it is complex and does not vanish for \(\tau<0\). The chain rule concerns retarded functions. A kernel obtained from time-ordered functions at \(\omega>0\) can be used in a propagation after it has been continued by \(f(-\omega)=f(\omega)^*\), the condition for a real kernel in time.

For the same reason \(v_{xc}\) cannot in general be the derivative \(\delta A/\delta n\) of an ordinary action functional \(A[n]\). Its kernel would be a second derivative, symmetric in \(1\) and \(2\). A retarded kernel vanishes for \(t_1<t_2\); if it were symmetric it would vanish for \(t_1>t_2\) as well and have no memory.

## A model with memory

Take two electrons in a singlet on two sites, with hopping \(J\), repulsion \(U\) on each site and site-energy difference \(v=v_1-v_2\). The variable conjugate to \(v\) is \(q=(n_1-n_2)/2\). In the basis (both on site 1, both on site 2, one on each),
\[
H=\begin{pmatrix}U+v&0&-\sqrt2J\\0&U-v&-\sqrt2J\\-\sqrt2J&-\sqrt2J&0\end{pmatrix},\qquad
\hat q=\mathrm{diag}(1,-1,0).
\]
Energies are in units of \(E=2J\), times in \(1/E\), and \(\hbar=1\). The parameters are \(J=0.5\), \(U=1\), \(v=1\).

**Interacting response.** Diagonalization gives \(q_0=-0.3877\) and the excitation energies \(W_1=1.3569\), \(W_2=3.0489\). The weights \(a_k=2W_k|\langle0|\hat q|k\rangle|^2\) are \(a_1=0.8006\) and \(a_2=0.0706\), with sum \(S=0.8711\). With \(x=\omega^2\), (1) becomes
\[
\chi=\frac{a_1}{x-W_1^2}+\frac{a_2}{x-W_2^2}
=\frac{S\,(x-z^2)}{(x-W_1^2)(x-W_2^2)},\qquad
z^2=\frac{a_1W_2^2+a_2W_1^2}{S}.
\]
The response vanishes at \(z=2.9482\), between the poles.

**Kohn-Sham response.** Each electron has the Hamiltonian \(\tfrac12v_s\sigma_z-J\sigma_x\), with level spacing \(W_s=\sqrt{v_s^2+4J^2}\). In the lower level \(\langle\sigma_z\rangle=-v_s/W_s\). Two electrons, each contributing \(\sigma_z/2\), give \(q=-v_s/W_s\). Solving for \(v_s\),
\[
v_s=-\frac{2Jq_0}{\sqrt{1-q_0^2}}=\frac{0.3877}{0.9218}=0.4206,\qquad W_s=1.0848 .
\]
The matrix element of \(\sigma_z/2\) between the levels has magnitude \(J/W_s\), and the singlet excitation of two electrons multiplies it by \(\sqrt2\). The weight is \(S_s=2W_s\cdot2J^2/W_s^2=4J^2/W_s=0.9218\). The one-body operator \(\hat q\) cannot excite both electrons, so \(\chi_s=S_s/(x-W_s^2)\) has one pole.

**Kernel.** Use the identity
\[
(x-W_1^2)(x-W_2^2)=(x-z^2)(x+z^2-W_1^2-W_2^2)+(z^2-W_1^2)(z^2-W_2^2)
\]
in \(1/\chi\), and subtract from \(1/\chi_s=(x-W_s^2)/S_s\):
\[
f_{Hxc}(\omega)=c_2\omega^2+c_0+\frac{M}{\omega^2-z^2}, \tag{5}
\]
\[
c_2=\frac1{S_s}-\frac1S=1.0848-1.1479=-0.0631,
\]
\[
c_0=\frac{W_1^2+W_2^2-z^2}{S}-\frac{W_s^2}{S_s}=2.807-1.277=1.530,
\]
\[
M=-\frac{(z^2-W_1^2)(z^2-W_2^2)}{S}=\frac{6.851\times0.604}{0.8711}=4.75 .
\]
The units are \(1/E\), \(E\) and \(E^3\). The term \(c_2\omega^2\) is the lattice effect described above; it has no counterpart in the continuum.

At \(\omega=0\), \(f_{Hxc}=1.530-4.749/8.692=0.984\,E\). In the usual density-functional convention, which counts the density of both spins, the Hartree potential on site \(i\) is \(Un_i\), so its difference between the sites is \(2Uq\) and the Hartree kernel is \(2U=2\,E\). Hence \(f_{xc}(0)=-1.016\,E\). For two electrons in a singlet, exchange cancels half of the Hartree term and contributes \(-U=-1\,E\); the correlation part is the remaining \(-0.016\,E\).

## What freezing the kernel costs

From (2), \(\chi=\chi_s/(1-\chi_sf_{Hxc})\), so the excitations satisfy \(\omega^2-W_s^2=S_sf_{Hxc}(\omega)\). With the full kernel (5) the solutions are \(W_1\) and \(W_2\). With the kernel frozen at \(f_{Hxc}(0)\),
\[
\omega=\sqrt{1.1769+0.9218\times0.9837}=1.443\,E .
\]
This is 6.4 % above \(W_1\), and the second excitation is missing. Not all of this error is memory. Between \(\omega=0\) and \(W_1\) the kernel changes by \(-0.263\,E\), of which \(c_2W_1^2=-0.116\,E\) comes from the lattice term and \(-0.147\,E\) from the pole term. Keeping \(c_2\omega^2\) and freezing only the pole term gives \(1.403\,E\), 3.4 % above \(W_1\). In this model any frequency-independent kernel gives at most one pole, and none at real frequency if it lies below \(-W_s^2/S_s\); the pole of the kernel at \(z\) supplies the second one.

## The same kernel in time

In (5) \(\omega^2\) becomes \(-d^2/dt^2\), and \(1/(\omega^2-z^2)\), taken as retarded, becomes \(-\theta(\tau)\sin(z\tau)/z\), as in the derivation of (1). Thus
\[
\delta v_{Hxc}(t)=c_0\,\delta q(t)-c_2\,\delta\ddot q(t)-\frac Mz\int_0^t dt'\,\sin[z(t-t')]\,\delta q(t'). \tag{6}
\]

Prescribe the density change \(\delta q=\varepsilon g(t)\), with \(g=\sin^4(\pi t/3)\) for \(0\le t\le3\) and zero otherwise. The site-energy differences that produce it were found without the kernel. The three-component wavefunction was propagated, with the field chosen at each instant so that \(\ddot q\) had the prescribed value. This was done once with \(U=1\), which gives \(\delta v\), and once for the Kohn-Sham system, which gives \(\delta v_s\). The linear part was taken from runs with \(\varepsilon=\pm10^{-4}\). All potentials below are per unit \(\varepsilon\).

At the peak, \(t=1.5\), propagation gives
\[
\delta v_s-\delta v=3.4819-2.7997=0.6822\,E .
\]
In (6), \(g=1\) and \(\ddot g=-(2\pi/3)^2=-4.386\). The instantaneous terms are \(1.530-0.0631\times4.386=1.253\), and the integral term is \(-0.571\). Their sum is \(0.682\,E\).

At \(t=5\) the density has been back at its ground-state value for two time units. Propagation gives \(\delta v_s=0\) but \(\delta v=-0.618\,E\). The instantaneous terms of (6) vanish, and memory alone gives \(\delta v_{Hxc}=+0.618\,E\), which cancels the external field in \(v_s\).

After the pulse the integral in (6) is a sinusoid of frequency \(z\), with amplitude \(|\int dt'\,e^{izt'}g(t')|\). The external field therefore goes on oscillating, with amplitude \(0.793\,E\), and to first order the density does not move, because \(\chi(z)=0\). The interacting system is not back in its ground state: to first order it carries admixtures of both excited states, driven at frequency \(z\), and their contributions to \(q\), proportional to \(a_1/(z^2-W_1^2)\) and \(a_2/(z^2-W_2^2)\), cancel.

The time-ordered version of the memory follows from (4) with \(\Omega_k\) replaced by \(z\). It is \(-i(M/2z)e^{-iz|\tau|}\), with real part
\[
-\frac{M}{2z}\sin z|\tau| ,
\]
which is the average of the retarded memory and its time reverse. Used in place of the retarded memory, it predicts an oscillating potential of amplitude \(0.396\,E\) before \(t=0\), half the true later amplitude, while the system is still in its ground state.
